\section*{Preferred surface slope when strain makes the step energy negative}

A crystal surface lies close to a low-index plane and is built of flat terraces separated by straight, parallel steps of height $h$. Its slope is $s=|dz/dx|$, with $x$ normal to the steps, and the step spacing is $L=h/s$. A terrace costs energy $g_0$ per area, and an isolated step costs $\beta$ per length. Up and down steps are taken to have the same energy. Strain can change $\beta$ and even make it negative. The problem asks what slope the surface then prefers, and when that answer can be trusted.

The numbers refer to a model of a compressed silicon-germanium film on silicon (001). The inputs are $h=0.14$ nm, $g_0=6.0$ eV/nm$^2$ and a growth temperature of 823 K; others are given where they enter. The numerical output after the text lists the main values.

\subsection*{(a) The energy per projected area}

\textbf{Question.} Two parallel steps a distance $d$ apart repel with energy $\alpha/d^2$ per length. Find the surface energy $f(s)$ per area of the reference plane, and show that equal spacing is best at a given step density.

\textbf{Solution.} In an equally spaced row, a step has neighbours at distances $nL$ on both sides. Each pair energy is shared by two steps, so the two sides together contribute one full sum per step:
\begin{equation}
\sum_{n=1}^{\infty}\frac{\alpha}{(nL)^2}=\frac{\pi^2\alpha}{6L^2}\equiv\frac{A}{L^2},\qquad A=\frac{\pi^2\alpha}{6}.
\end{equation}
Equal spacing is best because $1/d^2$ is convex. In a long row of fixed density the mean distance between $n$th neighbours is $nL$, and the mean of a convex function is at least the function of the mean. Every term of the sum is therefore smallest when all distances are equal.

The terraces together cover the whole projected area, so they contribute $g_0$ at any slope. There are $1/L=s/h$ steps per projected length. Hence
\begin{align}
f(s)&=g_0+\frac1L\left(\beta+\frac{A}{L^2}\right)
=g_0+\frac{\beta s}{h}+\frac{As^3}{h^3}\nonumber\\
&=g_0+\frac{\beta s}{h}+Bs^3,\qquad B=\frac{A}{h^3}>0. \label{f}
\end{align}
This is a small-slope form: higher powers of $s$ are dropped. With $A=0.0160$ eV nm,
\begin{equation}
B=\frac{0.0160}{(0.14)^3}=5.83\ \text{eV/nm}^2 .
\end{equation}

\subsection*{(b) The preferred slope}

\textbf{Question.} Suppose that steps can be created freely. Find the slope that minimises $f$, the energy gained, and the corresponding step spacing.

\textbf{Solution.} For $s\ge0$,
\begin{equation}
f'(s)=\frac{\beta}{h}+3Bs^2,\qquad f''(s)=6Bs .
\end{equation}
If $\beta\ge0$, then $f'>0$ for every $s>0$, and the flat surface is lowest. If $\beta<0$, the derivative starts negative and changes sign once, at
\begin{equation}
s^*=\sqrt{\frac{-\beta}{3Bh}} . \label{slope}
\end{equation}
Since $f$ falls before this point and rises after it, $s^*$ is the global minimum of the model on $s\ge0$. To find the gain, replace $\beta/h$ by $-3Bs^{*2}$:
\begin{equation}
f(s^*)=g_0-3Bs^{*3}+Bs^{*3}=g_0-2Bs^{*3}. \label{gain}
\end{equation}
The spacing follows from $L^*=h/s^*$ and $B=A/h^3$:
\begin{equation}
L^{*2}=\frac{3Bh^3}{-\beta}=\frac{3A}{-\beta}. \label{spacing}
\end{equation}
At fixed $A$ and $\beta$ the spacing does not depend on the step height. At this spacing the repulsion per step length is $A/L^{*2}=-\beta/3$. It takes back one third of the energy released by making an isolated step, and stops further crowding.

As $\beta\to0^-$ the slope vanishes as $\sqrt{-\beta}$ and the steps move far apart. If instead $B\to0$ at fixed $\beta<0$, the predicted slope grows without limit and leaves the small-slope regime. The repulsion is therefore essential to the result.

\subsection*{(c) Strain and alloy composition}

\textbf{Question.} To first order in strain, let $\beta=\beta_0+\tau\varepsilon$ with $\beta_0,\tau>0$. A film of composition $x$ is compressed by $\varepsilon=-\varepsilon_m x$. Find how $s^*$ depends on $x$, holding $B$ and $h$ fixed.

\textbf{Solution.} Substitution gives $\beta=\beta_0-\tau\varepsilon_m x$, which vanishes at
\begin{equation}
x_c=\frac{\beta_0}{\tau\varepsilon_m}.
\end{equation}
Thus $-\beta=\tau\varepsilon_m(x-x_c)$, and equation (\ref{slope}) becomes, for $x>x_c$,
\begin{equation}
s^*=\sqrt{\frac{\tau\varepsilon_m(x-x_c)}{3Bh}},
\end{equation}
while $s^*=0$ for $x\le x_c$. The slope rises continuously from zero, with infinite initial steepness in $x$. A change of $g_0$ with strain would not alter it.

Take $\beta_0=0.020$ eV/nm, $\tau=5.0$ eV/nm, $\varepsilon_m=0.040$ and $x=0.20$. Then $x_c=0.020/(5.0\times0.040)=0.10$, the strain is $-0.0080$, and
\begin{align}
\beta&=0.020-5.0\times0.0080=-0.020\ \text{eV/nm},\\
s^*&=\sqrt{\frac{0.020}{3\times5.83\times0.14}}=0.090 .
\end{align}
The facet angle is $5.2^\circ$ and the spacing is $L^*=1.55$ nm. Minimising the explicit sum over pairs of steps with respect to $L$ gives the same spacing. The gain $2Bs^{*3}$ is $0.0086$ eV/nm$^2$, or $1.4$ mJ/m$^2$, which is small beside $g_0$.

Direct minimisation of $f$ gives slopes $0.064$ at $x=0.15$ and $0.128$ at $x=0.30$. The distance $x-x_c$ has grown fourfold, from 0.05 to 0.20, and the slope has doubled, as the square root requires.

\subsection*{(d) Facets at fixed mean slope}

\textbf{Question.} A film covers a fixed base area, and its mean signed slope is fixed at $m$. What shape has the lowest energy? Does negative $\beta$ make steps of one sign bunch together? Why must the energy per projected area be used?

\textbf{Solution.} The total energy is the base area times the average of $f(|s|)$, where $s$ is now the signed local slope. The base area is fixed; the true area, larger by $\sqrt{1+s^2}$, is not. Minimising the energy per true area, $f/\sqrt{1+s^2}$, answers a different question. For the present numbers it would give a slope of 0.34 instead of 0.090.

First let $|m|\le s^*$. No part of the surface can have energy below $f(s^*)$, so the average cannot either. This bound is reached by a surface made of facets with slopes $+s^*$ and $-s^*$. If a fraction $p$ of the base has positive slope,
\begin{equation}
ps^*-(1-p)s^*=m\quad\Longrightarrow\quad p=\frac12\left(1+\frac{m}{s^*}\right).
\end{equation}
A surface that is flat on average has $p=1/2$: it forms hills and valleys. At $m=s^*/2$, a numerical search over mixtures of slopes between $-0.4$ and $0.4$ gives $p=0.750$, in agreement with the formula.

Now let $m>s^*$, so that $f'(m)>0$. Since $f''\ge0$ for positive slopes, $f$ lies above its tangent at $m$ there. At a negative slope $-|s|$ the energy equals that at $+|s|$, while the rising tangent is lower, so the inequality still holds:
\begin{equation}
f(|s|)\ge f(m)+f'(m)(s-m).
\end{equation}
On averaging, the last term vanishes because the mean of $s$ is $m$. The uniform surface is therefore best. The case $m<-s^*$ follows by reflection.

If steps of one sign alone are available, convexity favours the uniform slope $m$ even when $0<m<s^*$. Within this $f$, negative $\beta$ does not bunch existing steps. It rewards the creation of new ones, either in up-down pairs or at a boundary that leaves the mean slope free. Without such a source a surface with $0<m<s^*$ keeps the uniform slope $m$.

\subsection*{(e) Stability of the step direction}

\textbf{Question.} A step of negative energy could gain by becoming longer. What keeps it straight?

\textbf{Solution.} Let the slope be a vector $(s_x,s_y)$ at angle $\varphi$ to the $x$ axis. Near the preferred direction write $\beta(\varphi)=\beta+\tfrac12\beta_2\varphi^2$, with $B$ independent of direction. For small $s_y$ at $s_x=s$, the length of the vector is $s+s_y^2/(2s)$ and $\varphi=s_y/s$. To second order,
\begin{equation}
f(s,s_y)=f(s)+\frac{s_y^2}{2}\left[\frac{f'(s)}{s}+\frac{\beta_2}{hs}\right].
\end{equation}
For isotropic steps $\beta_2=0$, and the bracket is negative whenever $s<s^*$: the steps meander. At $s=s^*/2$ it is
\begin{equation}
\frac{(\beta/h)(1-\tfrac14)}{s^*/2}=-2.37\ \text{eV/nm}^2 .
\end{equation}
At $s^*$ it vanishes, so isotropic steps fix the size of the slope but not its azimuth.

Inserting $f'$ turns the bracket into $(\beta+\beta_2)/(hs)+3Bs$. It is positive at every slope if the step stiffness $\tilde\beta=\beta+\beta_2$ is positive. For negative $\beta$ this means crystal anisotropy with $\beta_2>-\beta$, and, apart from the marginal case $\beta_2=-\beta$, the condition is also necessary if the steps are to stay straight at arbitrarily small slopes. At $s^*$ itself the bracket is $\beta_2/(hs^*)$, so $\beta_2>0$ is enough there. The stronger condition is assumed in the other parts.

\subsection*{(f) Elastic relaxation of the facets}

\textbf{Question.} The film carries a stress $\sigma$, and its hills can relax sideways. For a symmetric sawtooth of slope $\pm s$ and period $\Lambda$, find the energy gained and the corrected slope. Assume small slopes, equal isotropic elastic constants in film and substrate, and a profile lying wholly within the film.

\textbf{Solution.} Let $\zeta(x)$ be the surface height. Its outward normal is $(-\zeta',1)$ to first order, so the uniform stress alone would leave a force $-\sigma\zeta'$ per area on the free surface. The relaxation field must cancel it, and therefore feels a tangential traction $t=\sigma\zeta'$. For a displacement $u$ the energy changes by $-\int tu+W$, with $W$ quadratic in $u$. At equilibrium $W=\frac12\int tu$, so the energy gained is $\frac12\int tu$. The film volume is held fixed.

For one component $t=q\cos kx$, let $Z$ be the depth and use the Airy function
\begin{equation}
\phi=\frac{q}{k}Ze^{-kZ}\sin kx .
\end{equation}
Its Laplacian is $-2qe^{-kZ}\sin kx$, which is harmonic, so $\phi$ is biharmonic as required. The stresses are
\begin{align}
\sigma_{ZZ}&=\partial_x^2\phi=-qkZe^{-kZ}\sin kx,\\
\sigma_{xZ}&=-\partial_x\partial_Z\phi=-q(1-kZ)e^{-kZ}\cos kx,\\
\sigma_{xx}&=\partial_Z^2\phi=q(kZ-2)e^{-kZ}\sin kx .
\end{align}
At $Z=0$ the normal stress vanishes. The outward normal points along $-Z$, so the tangential traction is $-\sigma_{xZ}=q\cos kx$, as needed. Under plane strain the surface strain is $(1-\nu^2)\sigma_{xx}/E=-2(1-\nu^2)(q/E)\sin kx$. Integrating over $x$ gives
\begin{equation}
u=\frac{2(1-\nu^2)q}{Ek}\cos kx,\qquad
\frac12\langle tu\rangle=\frac{(1-\nu^2)q^2}{2Ek}. \label{response}
\end{equation}

The slope of the sawtooth is a square wave. Its Fourier amplitudes are $4s/(\pi n)$ for odd $n$, up to signs that do not affect the energy, with $k_n=2\pi n/\Lambda$. The gain per area is
\begin{align}
\sum_{n\ \mathrm{odd}}\frac{1-\nu^2}{2E}\,\frac{16\sigma^2s^2}{\pi^2n^2}\,\frac{\Lambda}{2\pi n}
&=\frac{4(1-\nu^2)\sigma^2\Lambda s^2}{\pi^3E}\cdot\frac{7\zeta(3)}{8}=C\Lambda s^2,\nonumber\\
C&=\frac{7\zeta(3)(1-\nu^2)\sigma^2}{2\pi^3E}.
\end{align}
Here $\zeta(3)=\sum_{n\ge1} n^{-3}$, and removing the even terms leaves the factor $1-1/8$. Minimising $f-C\Lambda s^2$ at fixed $\Lambda$ gives
\begin{equation}
3Bs^2-2C\Lambda s+\frac{\beta}{h}=0,\qquad
s=\frac{C\Lambda+\sqrt{(C\Lambda)^2-3B\beta/h}}{3B}.
\end{equation}
The other root is negative. As $\Lambda\to0$ in this continuum expression, $s\to s^*$; relaxation raises the slope.

With $E=130$ GPa and $\nu=0.28$, the biaxial stress is $\sigma=E\varepsilon/(1-\nu)=130(-0.0080)/0.72=-1.44$ GPa, and $C=0.0125$ eV/nm$^3$. Setting $s=1.1s^*$ gives the period at which the slope has risen by 10 percent:
\begin{equation}
\Lambda=\frac{3Bs^*(1.1^2-1)}{2.2\,C}=12\ \text{nm},
\end{equation}
or about eight step spacings $L^*$. At $\Lambda=10$ nm the slope is 0.098; at 100 nm it is 0.187, about twice $s^*$. At the larger slope the first-order elastic response slightly overstates the relaxation: solving the elastic problem for the actual sawtooth shape lowers 0.187 to about 0.181. The straight sides are imposed here. If the slope may vary along a facet, the same first-order energy at 100 nm gives about 0.09 at the ridge and valley, 0.22 in the middle and 0.19 on average, so the single number is close to a mean slope. Equation (\ref{slope}) is therefore at best a short-period result for the mean slope in a strained film. The period cannot be too short, however. At 12 nm a facet holds only about four steps, and one step more or less changes its slope by $2h/\Lambda=0.023$, so the continuum slope is then at best an average over many facets.

Relaxation also limits the statement about bunching in (d). A slope modulation $\delta\cos kx$ about $m>0$ costs $\frac32Bm\delta^2$ on average and, by (\ref{response}), gains $(1-\nu^2)\sigma^2\delta^2\Lambda/(4\pi E)$. A long enough period makes the gain larger, so elastic relaxation can bunch steps of one sign.

Three further effects have been left out. By (c), $\beta$ depends on strain, and relaxation changes the strain along a facet. Summing the surface strains of the odd harmonics gives $\Delta\varepsilon_{xx}=\frac{4(1-\nu^2)|\sigma|s}{\pi E}\ln\cot(\pi x/\Lambda)$ at distance $x$ from a ridge. This depends only on $x/\Lambda$, so short periods do not remove it. At $s^*$ it is about $+0.0019$ at $\Lambda/16$ from a ridge and $-0.0019$ at $\Lambda/16$ from a valley. If between half and all of $\tau$ belongs to this one strain component, $\beta$ shifts there by $\pm0.005$ to $\pm0.010$ eV/nm, a quarter to a half of $|\beta|$. The shift averages to zero over a facet at this order, but it favours flatter slopes near ridges and steeper ones near valleys. Separate steps are concentrated forces $\sigma h$, whose Fourier amplitudes at spacing $L$ are $2\sigma h/L$. Equation (\ref{response}) then gives a gain $K/n$ per step length from harmonic $n$, with
\begin{equation}
K=\frac{(1-\nu^2)\sigma^2h^2}{\pi E}=0.00058\ \text{eV/nm}.
\end{equation}
The sum grows as the logarithm of spacing over step width. Its scale $K$ is 3 percent of $|\beta|$. The ridges and valleys also cost energy. Without relaxation, a combined cost of $10\times0.0086=0.086$ eV/nm per period would cancel the whole gain at $\Lambda=10$ nm. Short periods thus reduce elastic relaxation but make ridge energy more important.

\subsection*{(g) Temperature and the real surface}

\textbf{Question.} If $\beta$ and $A$ were energies without thermal motion, how far would kinks at 823 K move the slope? How does the model compare with a real film?

\textbf{Solution.} Divide a step into cells of length $a=0.40$ nm. In each cell it runs straight or shifts by $\pm a$ at cost $E_k=0.30$ eV. With $w=e^{-E_k/kT}$, the partition function per cell is $1+2w$, so $\beta$ falls by
\begin{equation}
\frac{kT}{a}\ln(1+2w)=0.0051\ \text{eV/nm},\qquad kT=0.0709\ \text{eV}.
\end{equation}
The mean square shift per step length is $2wa/(1+2w)$. For a line of stiffness $\tilde\beta$ it is $kT/\tilde\beta$, hence
\begin{equation}
\tilde\beta=\frac{kT(1+2w)}{2wa}=6.3\ \text{eV/nm}.
\end{equation}
This is positive, as assumed in (e).

Neighbours also restrict wandering. In a channel of width $W$ the lowest mode is $\sin(\pi y/W)$, which replaces $1+2w$ by $1+2w\cos(\pi a/W)$. For $W\gg a$ the free energy per length rises by
\begin{equation}
\frac{kT}{a}\,\frac{2w}{1+2w}\,\frac{\pi^2a^2}{2W^2}=\frac{(\pi kT)^2}{2\tilde\beta W^2}.
\end{equation}
Fixed neighbours give $W=2L$. If they acted only as hard walls, they would add $(\pi kT)^2/(8\tilde\beta)=0.0010$ eV nm to $A$. The numerical output uses this value, which gives a slope of 0.098. It is too small here, because the energetic repulsion already confines a step more tightly than the walls do. For a displacement $y$ between two fixed neighbours,
\begin{equation}
\frac{\alpha}{(L+y)^2}+\frac{\alpha}{(L-y)^2}\approx\frac{2\alpha}{L^2}+\frac{6\alpha y^2}{L^4},
\end{equation}
which is a spring of constant $\kappa=12\alpha/L^4$ per length. A line of stiffness $\tilde\beta$ held by this spring has the extra free energy $\frac12kT\sqrt{\kappa/\tilde\beta}$ per length. With $\alpha=6A/\pi^2=0.0097$ eV nm, this adds $kT\sqrt{3\alpha/\tilde\beta}=0.0048$ eV nm to $A$, in place of the hard-wall term. It remains an estimate, since real neighbours move; the known exact result for moving lines with inverse-square repulsion adds 0.0053 eV nm. Together with the kink term, the spring estimate gives
\begin{equation}
s=0.14\sqrt{\frac{0.0200+0.0051}{3(0.0160+0.0048)}}=0.089,
\end{equation}
about 2 percent below $s^*$; the exact addition gives 0.088, about 3 percent below. Kinks make steps cheaper but also strengthen their repulsion, and for these parameters the two effects nearly cancel. If $\beta$ and $A$ are already free energies at 823 K, this correction must not be added again.

For silicon-germanium on silicon (001), the mismatch, elastic constants and step height used here are rough typical values. The step and kink parameters are chosen, so the threshold $x_c=0.10$ is not a material prediction. Real films can show \{105\} facets, whose slope is $1/5$, or $11.3^\circ$, against $5.2^\circ$ here. Such a facet has its own reconstruction and a cusp in its energy, which the smooth $f$ lacks; the real (001) surface also has two alternating kinds of step. Of the slope corrections estimated here, elastic relaxation at long periods is the largest: at 100 nm it moves the model slope from 0.090 to 0.187. That this lies near $1/5$ follows from the chosen parameters and does not explain the real facet.

\section*{Computed results}
\begin{verbatim}
INPUTS (round model parameters)
step height h = 0.14 nm
terrace energy g0 = 6.0 eV/nm^2
unstrained step energy beta0 = 0.020 eV/nm
strain derivative tau = 5.0 eV/nm
full mismatch = 0.040, composition x = 0.20
step repulsion A = 0.0160 eV nm
Young modulus = 130 GPa, Poisson ratio = 0.28
temperature = 823 K, kT = 0.0709 eV
kink energy = 0.30 eV, kink cell = 0.40 nm
PREFERRED SLOPE
film strain = -0.0080
critical composition x_c = 0.100
step energy beta = -0.0200 eV/nm
pair repulsion alpha = 0.00973 eV nm
coefficient B = 5.831 eV/nm^2
preferred slope s* = 0.0904
facet angle = 5.16 degrees
step spacing L* by formula = 1.5492 nm
step spacing from pair sums = 1.5492 nm
energy gain 2 B s*^3 = 0.00861 eV/nm^2
the same gain = 1.379 mJ/m^2
curvature 6 B s* = 3.162 eV/nm^2
positive-slope fraction at mean s*/2 = 0.750
transverse curvature at s*/2 = -2.371 eV/nm^2
slope minimising energy per true area = 0.341
SLOPE AGAINST COMPOSITION (direct minimisation)
x = 0.05: beta = 0.0100 eV/nm, slope = 0.0000
x = 0.15: beta = -0.0100 eV/nm, slope = 0.0639
x = 0.20: beta = -0.0200 eV/nm, slope = 0.0904
x = 0.30: beta = -0.0400 eV/nm, slope = 0.1278
SIZE OF NEGLECTED EFFECTS
film stress = -1.444 GPa
relaxation coefficient C = 0.01253 eV/nm^3
period for a 10 percent slope rise = 12.05 nm
steps in that period = 7.8
period where relaxation equals the gain = 84.13 nm
slope with relaxation, period 10 nm = 0.0978
slope with relaxation, period 100 nm = 0.1869
logarithmic step energy scale K = 0.000576 eV/nm
ratio K/|beta| = 0.0288
lowering of beta by kinks = 0.00509 eV/nm
step stiffness = 6.270 eV/nm
thermal addition to A (estimate) = 0.00099 eV nm
slope with both thermal terms = 0.0982
ridge+valley energy cancelling the gain, period 10 nm = 0.0861 eV/nm
\end{verbatim}
